Threshold product from the drift speeds of two copper stripes

**Problem**

Copper stripes lie on a continuous TaN underlayer. In the gaps between stripes the TaN carries the current, so the copper edge can move without opening the circuit. Two stripes of the same film, L₁ = 20 µm and L₂ = 60 µm long, carry the same current density j = 1 MA/cm² at the same temperature. Electrons push copper atoms from the cathode edge towards the anode end, and the cathode edge recedes. Once the drift is steady, the short stripe's edge moves at half the speed of the long one's:

r = v₁/v₂ = 1/2.

A stripe whose product jL lies below a threshold P does not drift. Find P, and predict the speed of a third stripe 30 µm long.

**A first estimate by scaling**

The electron wind exerts on each atom a force F proportional to j. Atoms arriving at the anode end build up compression there, until the metal yields at some stress p_c and extrudes. The stress gradient, of size p_c/L, pushes atoms back with a force Ωp_c/L, where Ω is the atomic volume. The relative loss of speed is the ratio of the two forces, which scales as 1/(jL). Since drift stops at jL = P, the loss is about P/(jL).

Suppose the long stripe is long enough for its loss to be ignored. Its speed is then the full wind-driven speed, and the short stripe has lost the fraction 1 − r of it:

P ≈ (1 − r) jL₁ = 0.5 × 10⁶ A/cm² × 20 × 10⁻⁴ cm = 1000 A/cm.

The long stripe would then have lost 1000/6000, or one sixth, of its speed. That is not negligible, so the estimate needs correcting.

**Exact solution of the model**

Let x run from the cathode edge, x = 0, to the anode end, x = L, and let p be the compressive stress, positive in compression. The atoms drift with velocity

u = (D/kT)(F − Ω dp/dx), F = Zeρj.

Here D is the effective diffusivity, Z the magnitude of the effective charge number, e the elementary charge and ρ the resistivity. The minus sign expresses that atoms are pushed away from higher compression.

Where more atoms enter a region than leave it, compression rises. With an effective modulus B,

∂p/∂t = −B ∂u/∂x.

The cathode edge is free, so p(0) = 0, and it recedes at the speed v = u(0). The anode end is blocked, u(L) = 0, until its stress reaches p_c; after that it extrudes at p(L) = p_c.

In the steady state ∂p/∂t = 0, so u has the same value v everywhere. With D and F uniform, integrating the drift equation from 0 to L gives

vL = (D/kT)(FL − Ωp_c).

Dividing by L and taking out F,

v = v∞ [1 − Ωp_c/(FL)], v∞ = DF/kT.

Since F = Zeρj, this is

v = v∞ [1 − P/(jL)], P = Ωp_c/(Zeρ).

This holds for jL > P. For smaller products the blocked end never reaches p_c. The steady state then has u = 0 throughout, and the stress gradient balances the wind: p(L) = FL/Ω, which is below p_c when jL < P.

Both stripes have the same v∞, so it cancels from the ratio:

r = [1 − P/(jL₁)] / [1 − P/(jL₂)].

Multiply by the denominator:

r − rP/(jL₂) = 1 − P/(jL₁).

Collect the terms in P on the left:

P [1/(jL₁) − r/(jL₂)] = 1 − r.

The bracket equals (L₂ − rL₁)/(jL₁L₂), so

P = j(1 − r)L₁L₂/(L₂ − rL₁).

With lengths in micrometres, the length factor is 0.5 × 20 × 60/(60 − 10) = 12 µm. Therefore

P = 10⁶ A/cm² × 12 × 10⁻⁴ cm = 1200 A/cm.

In mixed units this is 12 MA/cm² × µm, since 1 MA/cm² × µm = 100 A/cm.

Substitution confirms the result. The products jL are 2000 and 6000 A/cm, the speed factors are 1 − 0.6 = 0.4 and 1 − 0.2 = 0.8, and their ratio is 1/2. At this current density the critical length is 12 µm. The 20 µm stripe would stop at 0.60 MA/cm² and the 60 µm stripe at 0.20 MA/cm², if P stays the same when the current is changed.

**The third stripe**

One ratio fixes one unknown, so it cannot test the velocity law. A third length can. For 30 µm the factor is 1 − 12/30 = 0.6, and the stripe should move at 0.6/0.8 = 0.75 of the speed of the 60 µm stripe. A clearly different measured value would mean that the law, or the assumption of equal properties, fails. The test needs precise speeds: a relative loss proportional to 1/L² instead of 1/L, fitted to the same r, would give 0.81.

The time-dependent equations were also solved numerically from zero stress, without using the steady velocity law. With the yield stress that corresponds to P, the ratio for 20 and 60 µm came out as 0.50000 and that for 30 and 60 µm as 0.7500. A 10 µm stripe, which is below threshold, had slowed to 4 × 10⁻⁷ of v∞ after about 4.5 h of model time (with the copper values given below) and was still decaying exponentially. These results test the solution of the model; they do not test the model against real copper.

**Comparison of the estimate with the solution**

The solution divided by the estimate is

P/[(1 − r)jL₁] = L₂/(L₂ − rL₁) = 1/(1 − rL₁/L₂).

Here rL₁/L₂ = 1/6 and the factor is 1.2, so the estimate is 17% below the solution. It is low for any 0 < r < 1, because the long stripe is also slowed and the short one has therefore lost more than the comparison shows. The estimate becomes good when L₂ is much greater than rL₁. It fails for stripes of nearly equal length. In one film P is fixed, so r tends to 1 as L₂ approaches L₁, and the factor grows without bound.

The same structure shows what happens if the stripes have different thresholds, P₁ and P₂, for instance because their anode ends yield at different stresses. The ratio equation then gives

P₁ = (1 − r)jL₁ + r(L₁/L₂)P₂ = 1000 A/cm + P₂/6.

A change of 120 A/cm in P₂ moves P₁ by only 20 A/cm. The measurement mainly determines the threshold of the short stripe.

An error in the speed ratio matters more than such a mismatch of P₂. (An error in j carries over in full, since P is proportional to j.) Differentiating P with respect to r gives

dP/dr = jL₁L₂ [−(L₂ − rL₁) + L₁(1 − r)]/(L₂ − rL₁)²
= −jL₁L₂(L₂ − L₁)/(L₂ − rL₁)²,

which is −1920 A/cm per unit ratio. A measured ratio of 0.45 would give 1294 A/cm, and 0.55 would give 1102 A/cm.

**Size of the stress and the speeds**

The value of P followed from the speed ratio, the lengths and the current density. Material parameters are needed to find the stress behind it. Take rough values for copper at 573 K: Z = 1, ρ = 4.0 µΩ cm, Ω = 0.0118 nm³, B = 50 GPa and D = 5 × 10⁻¹² cm²/s. Then

p_c = ZeρP/Ω ≈ 65 MPa,

and v∞ is about 15 nm/h. The two edges move at about 5.8 and 11.7 nm/h, and the long one, once in steady drift, needs 86 h to move 1 µm.

**What the steady model leaves out**

*Shortening.* While the long stripe loses 1 µm, the short one loses 0.49 µm, and both slow down as they shorten. Mean speeds combined with the initial lengths give 1216 A/cm. Using the mean lengths during the run brings the result back to 1200 A/cm.

*Initial transient.* Before the back stress has built up, the edges move faster than in the steady state. They gain about 7 nm (short) and 14 nm (long). These gains are nearly in the ratio 1 to 2, like the speeds, so the inferred P hardly changes.

*Current in the TaN.* Let both films be 100 nm thick, with sheet resistances R_C = 0.40 Ω for copper and R_T = 25 Ω for TaN. Far from the ends the TaN carries the fraction f = R_C/(R_C + R_T) = 1.6% of the current. At each end the current enters or leaves the copper over a transfer length λ = √[ρ_c/(R_C + R_T)]. For a rough contact resistivity ρ_c = 10⁻⁸ Ω cm², λ = 198 nm. When L is much greater than λ, the mean current density in the copper is j(1 − f)(1 − 2λ/L), where j is the total current divided by the copper cross-section. The steady speed is then proportional to

(1 − f)j(L − 2λ)/L − P_true/L.

Comparing this with the form 1 − P/(jL) gives P = 2λj + P_true/(1 − f), or

P_true = (1 − f)(P − 2λj) = 0.984 × (1200 − 40) A/cm ≈ 1142 A/cm.

The simple reading is thus about 5% too high for these values. Here most of the correction comes from the ends. That part grows as the square root of the assumed contact resistivity only while λ is well above the TaN thickness. A two-dimensional treatment of both films gives an effective length of 206 nm here (P_true ≈ 1141 A/cm). With a contact resistivity ten times lower it gives 81 nm rather than the 63 nm of the formula, and the shunt (19 A/cm) would then be slightly larger than the end part (16 A/cm).

*Heating of the gaps.* The TaN in a gap carries 10 A per centimetre of width and dissipates 10² × 25 = 2500 W/cm². For a single gap 2 µm wide and 10 µm long, on 100 nm of oxide over silicon, the estimated rise at the centre of the gap is 2.7 K: about 1.8 K across the oxide, with conductivity 1.4 W/(m K), and 0.9 K from heat spreading in the silicon, with 60 W/(m K). A uniform rise that is the same in both stripes would cancel from the ratio. Identical gaps do not give exactly this, because they heat mainly the stripe ends: with one such gap at each end, conduction along the line gives mean rises of about 0.3 K (short) and 0.14 K (long), and the corrected P is about 1205 A/cm. As an extreme case, if the short stripe were hotter than the long one by the full 2.7 K, an activation energy of 0.9 eV would raise its diffusivity by 8.8%, and correcting the speed ratio for this alone would give P = 1276 A/cm. The opposite mismatch would lower P.

*Slower diffusion under compression.* If the activation volume is one atomic volume, D falls by about 9% between the free edge and the anode end. Both stripes span the same range of stress, so both slow by about 5%, and the inferred P changes only to 1197 A/cm.

**Beside real copper lines**

Threshold products of copper lines are roughly one to a few thousand A/cm, so 1200 A/cm is in the usual range, towards its lower end. A current density of 1 MA/cm² and a temperature near 573 K are typical of accelerated tests. The speeds are less certain than P, because D varies strongly with temperature and with the state of the copper surfaces and interfaces.

One assumption that may fail in practice is that both stripes have the same mobility, since grain structure and interfaces differ from stripe to stripe. If the short stripe's mobility is 10% higher or lower than the long one's, the ratio shifts by about 0.05 and the inferred P by about 100 A/cm, or 8%. Several stripes of each length, together with the 30 µm stripe, would show whether such scatter matters.

Calculated quantities

```
current density: 1.0 MA/cm^2
lengths: 20 and 60 um; velocity ratio 0.50
products jL: 2000 and 6000 A/cm
threshold product P: 1200.0 A/cm = 0.120 MA/cm^2 um
velocity factors: 0.400 and 0.800
critical length at this j: 12.00 um
threshold j: 0.60 and 0.20 MA/cm^2
30 um stripe, speed over 60 um stripe: 0.750
same from stress simulation: 0.7500
simulated ratio 20/60 um: 0.50000
simulated 10 um stripe, v/v_inf: 4.0e-07
other case, P inferred: 1473.0 A/cm
other case, P from yield stress: 1473.0 A/cm
dP/dr: -1920 A/cm per unit ratio
P if r = 0.45: 1294 A/cm
P if r = 0.55: 1102 A/cm
rough inputs: T 573 K, Z 1, rho 4.0 uohm cm
atomic volume 0.0118 nm^3, B 50 GPa
effective D: 5.0e-12 cm^2/s
yield stress from P: 65.2 MPa
v_inf: 14.58 nm/h
edge speeds: 5.83 and 11.67 nm/h
time for 60 um stripe to move 1 um: 85.9 h
20 um stripe moves meanwhile: 0.4916 um
P from these mean speeds: 1216.1 A/cm
P with mean lengths used: 1200.18 A/cm
transient excess: 6.8 and 13.8 nm
its shift on refining mesh and step: 0.02 nm
P with transient included: 1200.2 A/cm
Cu and TaN thickness: 100, 100 nm
TaN resistivity: 250 uohm cm
contact resistivity: 1e-08 ohm cm^2
sheet resistance Cu, TaN: 0.40, 25.0 ohm
current share in TaN: 1.57 %
transfer length: 198 nm
P corrected for shunt and ends: 1142 A/cm
velocity ratio from resistor network: 0.50001
TaN gap: 2 um wide, 10 um long
oxide: 100 nm, 1.4 W/(m K)
silicon conductivity: 60 W/(m K)
gap heat flux: 2500 W/cm^2
gap rise, oxide and silicon: 1.79, 0.88 K
activation energy: 0.9 eV
speed factor for full gap rise: 1.0880
P if short stripe hotter by full rise: 1276 A/cm
yield stress times atomic volume / kT: 0.0972
speeds/v_inf with slowed diffusion: 0.3807, 0.7594
P inferred from these speeds: 1197.5 A/cm
```
